# Voigt and Reuss shear moduli of copper, with film stress

## Problem

Take the cubic elastic constants of a copper crystal to be

$$C_{11}=168.4,\qquad C_{12}=121.4,\qquad C_{44}=75.4\ \text{GPa}.$$

A polycrystal is made of many such grains, perfectly bonded, without pores, linearly elastic, with all orientations equally likely and no preferred direction in their arrangement.

(a) Find the shear modulus $G_V$ that follows if all grains have the same strain (Voigt).

(b) Find the shear modulus $G_R$ that follows if all grains carry the same stress (Reuss).

(c) Show how the true shear modulus $G$ of the polycrystal is related to these two values, and find what sets their difference.

(d) A copper film on a thick silicon substrate is cooled by 60 K from a stress-free state. The thermal expansion coefficients differ by roughly 14 ppm/K. Find the film stress from $G_V$ and from $G_R$, and compare it with the stress in films whose grains all have a (100) or all a (111) plane parallel to the surface. The flow stress of the film is taken as roughly 300 MPa.

## Solution

### Conventions and the shear stiffnesses of one crystal

The constant $C_{44}$ relates shear stress to the engineering shear strain, which is twice the tensor strain: $\sigma_{23}=2C_{44}\varepsilon_{23}$. Write stress and strain as six-component vectors with a factor $\sqrt2$ on the shears,

$$\boldsymbol\varepsilon=(\varepsilon_{11},\varepsilon_{22},\varepsilon_{33},\sqrt2\,\varepsilon_{23},\sqrt2\,\varepsilon_{13},\sqrt2\,\varepsilon_{12}),$$

and likewise for $\boldsymbol\sigma$. The squared length of this vector is $\sum_{ij}\varepsilon_{ij}^2$, which no rotation of the axes changes. A rotation therefore acts on the six-vectors as an orthogonal matrix $Q$, and a grain in another orientation has the stiffness matrix $QCQ^{T}$, with the same eigenvalues as $C$.

In the crystal axes $\boldsymbol\sigma=C\boldsymbol\varepsilon$ has three kinds of eigenvector:

- Equal normal strains $(1,1,1,0,0,0)$ give the normal stress $C_{11}+2C_{12}\equiv3K$, where $K$ is the bulk modulus.
- Normal strains with zero sum, such as $(1,-1,0,0,0,0)$, give the eigenvalue $C_{11}-C_{12}\equiv2c'$. There are two independent ones.
- Each of the three shears along the cube axes gives $2C_{44}$.

For copper,

$$K=\frac{168.4+242.8}{3}=137.07\ \text{GPa},\qquad c'=\frac{168.4-121.4}{2}=23.50\ \text{GPa}.$$

The crystal thus has two shear moduli, $c'$ and $C_{44}$, with the ratio $75.4/23.50=3.21$. In an isotropic solid the ratio would be 1.

### The form of an orientation average

An average over all orientations is unchanged by a further rotation, so it describes an isotropic law. Such a law has two constants. To see this, stretch the material by a unit strain along a direction $\mathbf e$. The stress must be symmetric about $\mathbf e$, so it is $a$ along $\mathbf e$ and $b$ across it. Any strain is a sum of three stretches along its principal axes, and adding their stresses gives

$$\sigma_{ij}=b\,\theta\,\delta_{ij}+(a-b)\,\varepsilon_{ij},\qquad \theta=\varepsilon_{11}+\varepsilon_{22}+\varepsilon_{33}.$$

With $a-b=2G$ and $b=K-2G/3$ this is the usual isotropic law. Its matrix has the eigenvalue $3K$ once, for equal normal strains, and $2G$ five times, for the strains with $\theta=0$.

### (a) Equal strain

If every grain has the strain $\boldsymbol\varepsilon$, the mean stress is $\langle QCQ^T\rangle\boldsymbol\varepsilon$, where the brackets denote the orientation average. Two properties fix this average.

First, equal normal strains look the same in all axes, so $Q$ leaves that vector unchanged. Every grain then has it as an eigenvector with eigenvalue $3K$, and so has the average.

Second, the trace of $QCQ^T$ equals that of $C$, so the average has this trace too. The trace is the sum of the eigenvalues:

$$3K+5(2G_V)=3K+2(2c')+3(2C_{44}).$$

Cancelling $3K$ and dividing by 10 gives

$$G_V=\tfrac25c'+\tfrac35C_{44}=\frac{C_{11}-C_{12}+3C_{44}}{5}.$$

The weights 2/5 and 3/5 count the two soft and three stiff shears of the crystal. For copper

$$G_V=9.40+45.24=54.64\ \text{GPa}.$$

### (b) Equal stress

If every grain carries the stress $\boldsymbol\sigma$, the mean strain is $\langle QSQ^T\rangle\boldsymbol\sigma$, with the compliance $S=C^{-1}$. The eigenvalues of $S$ are the reciprocals of those of $C$. The same two properties hold for $S$, so

$$\frac1{3K}+\frac5{2G_R}=\frac1{3K}+\frac2{2c'}+\frac3{2C_{44}}.$$

Cancelling $1/3K$ and multiplying by $2/5$ gives

$$\frac1{G_R}=\frac{2}{5c'}+\frac{3}{5C_{44}}=\frac{2C_{44}+3c'}{5c'C_{44}}.$$

Inverting, inserting $c'=(C_{11}-C_{12})/2$ and multiplying numerator and denominator by 2,

$$G_R=\frac{5(C_{11}-C_{12})C_{44}}{4C_{44}+3(C_{11}-C_{12})}.$$

For copper

$$\frac1{G_R}=17.021+7.958=24.979\ \text{TPa}^{-1},\qquad G_R=40.03\ \text{GPa}.$$

The soft shear contributes about two thirds of the compliance in (b), but only 9.40 of the 54.64 GPa in (a).

Both results were tested by rotating the full fourth-rank stiffness tensor over a grid of orientations and averaging numerically. The averages gave 54.64 and 40.03 GPa.

### (c) The true modulus lies between the two

Neither assumption describes a real polycrystal. With equal strain, the tractions on the two sides of a grain boundary generally do not balance. With equal stress, neighbouring grains generally do not fit together. Both values are nevertheless bounds.

Take a body much larger than its grains and impose on its surface the displacements of a uniform strain $\bar{\boldsymbol\varepsilon}$. The mean strain in the body is then $\bar{\boldsymbol\varepsilon}$, and the effective stiffness $C^*$ is defined by the elastic energy per volume, $U=\tfrac12\bar{\boldsymbol\varepsilon}\cdot C^*\bar{\boldsymbol\varepsilon}$.

**Upper bound.** Let $\boldsymbol\varepsilon$ and $\boldsymbol\sigma$ be the true fields, and $\boldsymbol\varepsilon+\boldsymbol\eta$ another strain field that fits together and has the same surface displacements. With an overline for the volume average, and $C$ now the local stiffness, its energy per volume is

$$U+\overline{\boldsymbol\sigma\cdot\boldsymbol\eta}+\tfrac12\overline{\boldsymbol\eta\cdot C\boldsymbol\eta}.$$

The middle term is the work of the true stress on an extra displacement that vanishes at the surface. Integration by parts turns it into a surface term, which is zero, and a term with the divergence of the stress, which is zero in equilibrium. The last term is not negative. The true energy is therefore the lowest, and the uniform strain $\bar{\boldsymbol\varepsilon}$, which is an allowed trial field, gives

$$U\le\tfrac12\bar{\boldsymbol\varepsilon}\cdot\langle C\rangle\bar{\boldsymbol\varepsilon}.$$

For a pure shear this reads $G\le G_V$.

**Lower bound.** For any constant stress $\boldsymbol\tau$, the energy of the strain $\boldsymbol\varepsilon-S\boldsymbol\tau$ is not negative at any point:

$$0\le\tfrac12(\boldsymbol\varepsilon-S\boldsymbol\tau)\cdot C(\boldsymbol\varepsilon-S\boldsymbol\tau)=\tfrac12\boldsymbol\varepsilon\cdot C\boldsymbol\varepsilon-\boldsymbol\tau\cdot\boldsymbol\varepsilon+\tfrac12\boldsymbol\tau\cdot S\boldsymbol\tau.$$

Averaging over the body gives $U\ge\boldsymbol\tau\cdot\bar{\boldsymbol\varepsilon}-\tfrac12\boldsymbol\tau\cdot\langle S\rangle\boldsymbol\tau$. The choice $\boldsymbol\tau=\langle S\rangle^{-1}\bar{\boldsymbol\varepsilon}$ makes this

$$U\ge\tfrac12\bar{\boldsymbol\varepsilon}\cdot\langle S\rangle^{-1}\bar{\boldsymbol\varepsilon},$$

which for a pure shear reads $G\ge G_R$. Hence

$$40.0\ \text{GPa}\le G\le54.6\ \text{GPa}.$$

For equal normal strains both bounds contain the same $K$, so the bulk modulus of the polycrystal is that of the crystal.

**The gap.** Subtract the two means over a common denominator:

$$G_V-G_R=\frac{(\frac25c'+\frac35C_{44})(\frac25C_{44}+\frac35c')-c'C_{44}}{\frac25C_{44}+\frac35c'}.$$

The product in the numerator is $\frac{6}{25}(c'^2+C_{44}^2)+\frac{13}{25}c'C_{44}$. Subtracting $c'C_{44}$ leaves $\frac6{25}(c'^2+C_{44}^2-2c'C_{44})$, so

$$G_V-G_R=\frac{6}{25}\,\frac{(C_{44}-c')^2}{\frac25C_{44}+\frac35c'}.$$

For copper this is $0.24\times51.9^2/44.26=14.61$ GPa. The midpoint of the bounds is 47.3 GPa, and the true modulus differs from it by at most 7.3 GPa, or 15 % of the midpoint. The midpoint is a convenient estimate, not a derived value.

Two limits show what the gap means. For $C_{44}=c'$ the crystal is isotropic, orientation has no effect, and the bounds coincide. For $c'\to0$ at fixed $C_{44}$, $G_R\to\frac52c'\to0$ while $G_V\to\frac35C_{44}$. Under equal stress the soft shear yields without limit; under equal strain the stiff shears still resist. The bounds then say little about $G$.

A stack of flat, randomly oriented copper layers gives a case that can be solved completely, because each layer is uniformly strained. The layers share the in-plane strain and the traction on their faces. The calculated shear modulus is about 50 GPa for shear in the layer plane and about 47 GPa for shear across the layers. The stack is not isotropic, but the energy bounds hold for it as well, and both values lie inside them.

### (d) Stress in a film

The film follows the thick substrate, taken as rigid, so its in-plane strains are $\varepsilon_{11}=\varepsilon_{22}=\varepsilon$. The surface is free, so $\sigma_{33}=0$. The biaxial modulus $M$ is defined by $\sigma_{11}=M\varepsilon$.

**Random orientations, many grains through the thickness.** The isotropic law gives

$$\sigma_{33}=K\theta+2G\left(\varepsilon_{33}-\tfrac13\theta\right)=0,\qquad\varepsilon_{33}=\theta-2\varepsilon.$$

Inserting the second relation into the first gives $(K+\frac43G)\theta=4G\varepsilon$, or $\theta=12G\varepsilon/(3K+4G)$. Since $\sigma_{33}=0$,

$$\sigma_{11}=\sigma_{11}-\sigma_{33}=2G(\varepsilon-\varepsilon_{33})=2G(3\varepsilon-\theta),$$

and therefore

$$M=6G\left(1-\frac{4G}{3K+4G}\right)=\frac{18KG}{3K+4G}.$$

Written as $18K/(3K/G+4)$, $M$ clearly rises with $G$, so the bounds on $G$ become bounds on $M$: 172.9 GPa (Reuss) and 214.1 GPa (Voigt).

**(100) texture.** The film normal is a cube axis. From $\sigma_{33}=C_{11}\varepsilon_{33}+2C_{12}\varepsilon=0$ follows $\varepsilon_{33}=-2C_{12}\varepsilon/C_{11}$, and $\sigma_{11}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{33}$ gives

$$M_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=114.8\ \text{GPa}.$$

**(111) texture.** Let $\mathbf n=(1,1,1)/\sqrt3$ be the film normal and $d$ the normal strain minus $\varepsilon$. The strain $\varepsilon\delta_{ij}+d\,n_in_j$ has, in the cube axes, diagonal elements $\varepsilon+d/3$ and off-diagonal elements $d/3$. With $H=C_{11}+2C_{12}$, the stress has diagonal elements $s=H(\varepsilon+d/3)$ and off-diagonal elements $t=\frac23C_{44}d$. This is $(s-t)\delta_{ij}+3t\,n_in_j$: the in-plane stress is $s-t$, the normal stress is $s+2t$, and there is no shear on the surface. Setting $s+2t=0$ gives

$$d=-\frac{3H\varepsilon}{H+4C_{44}},\qquad s-t=-3t=-2C_{44}d,$$

$$M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}=261.0\ \text{GPa}.$$

**Stresses.** Copper contracts more than silicon on cooling, so the film is in tension, with strain $14\times10^{-6}\times60=0.084\,\%$. At this fixed strain:

| Film | $M$ (GPa) | Stress (MPa) |
|---|---|---|
| (100) texture | 114.8 | 96 |
| Random, Reuss | 172.9 | 145 |
| Random, Voigt | 214.1 | 180 |
| (111) texture | 261.0 | 219 |

The textured films lie outside the bounds on both sides: (111) is 22 % above the Voigt value and (100) is 34 % below the Reuss value. This does not contradict part (c), whose averages assume equally likely orientations.

**Relation to real films.** A copper film can have a marked (111) texture. The assumption of random orientations then fails, and of the effects sized here texture, whether (111) or (100), moves the stress most. A film may also be one grain thick. If each randomly oriented grain has the imposed in-plane strain and no traction on its top and bottom faces, and forces between neighbours are neglected, the mean biaxial modulus is 191.7 GPa and the stress 161 MPa. Temperature matters less than texture. If, as a rough assumption, every constant softens by 0.04 % per K (in copper this suits the shear constants better than $C_{11}$ and $C_{12}$), the constants are 2.4 % lower 60 K above the temperature at which they are given, with $G_V=53.3$ and $G_R=39.1$ GPa. The elastic stress takes the moduli at the final temperature, so the table holds if the given constants belong to the cold end.

Plastic flow limits the use of these stresses. The (111) stress is 0.73 of the assumed flow stress, so in this linear model that film would reach it after cooling by about $60/0.73\approx82$ K. With the same flow stress, cooling by several hundred kelvin would take every film in the table past yield, and the elastic formula would then overestimate the stress. The flow stress itself depends on thickness, grain size and texture. Under equal biaxial stress the largest resolved shear on the $\{111\}\langle110\rangle$ slip systems is 0.41 of the film stress in a (100) grain and 0.27 in a (111) grain, so at the same critical shear stress the (100) grain yields at two thirds of the stress of the (111) grain. One flow stress for all rows of the table is therefore a simplification. Narrow lines enclosed by other materials have no free surface, and their elastic strains along and across the line generally differ, so they need a separate calculation.

The numerical output lists the main values used here.

## Values computed for the example and the checks

```
C11, C12, C44: 168.4, 121.4, 75.4 GPa
C11 - C12: 47.0 GPa
bulk modulus K: 137.07 GPa
c' = (C11 - C12)/2: 23.50 GPa
anisotropy ratio C44/c': 3.21
Voigt terms (2/5)c', (3/5)C44: 9.40, 45.24 GPa
Voigt shear modulus G_V: 54.64 GPa
S11 - S12: 21.277 1/TPa
S44: 13.263 1/TPa
Reuss term (2/5)/c': 17.021 1/TPa
Reuss term (3/5)/C44: 7.958 1/TPa
sum 1/G_R: 24.979 1/TPa
Reuss shear modulus G_R: 40.03 GPa
G_V from orientation average: 54.64 GPa
G_R from orientation average: 40.03 GPa
gap G_V - G_R: 14.61 GPa
midpoint of G_V and G_R: 47.34 GPa
gap relative to midpoint: 30.9 %
layer stack, shear in the layer plane: 49.87 GPa
layer stack, shear across the layers: 47.12 GPa
biaxial modulus, Voigt: 214.1 GPa
biaxial modulus, Reuss: 172.9 GPa
biaxial modulus, (100) texture: 114.8 GPa
biaxial modulus, (111) texture: 261.0 GPa
biaxial modulus, random, one grain thick: 191.7 GPa
its error on the coarse grid: 0.150 GPa
expansion mismatch (rough): 14 ppm/K
cooling from stress-free state: 60 K
film strain: 0.084 %
film stress, Voigt: 180 MPa
film stress, Reuss: 145 MPa
film stress, (100) texture: 96 MPa
film stress, (111) texture: 219 MPa
film stress, one grain thick: 161 MPa
flow stress (rough): 300 MPa
(111) stress / flow stress: 0.73
softening (rough): 0.04 % per K
softening over the cooling range: 2.4 %
G_V at the warm end: 53.3 GPa
G_R at the warm end: 39.1 GPa
```
